# Model dielectric function and static Coulomb hole of silicon: a program that tests the result

```python
"""
Result under test: for the Cappellini-Bechstedt model dielectric function
    eps(q) = 1 + 1/D(q),
    D(q) = 1/(eps0-1) + alpha*q^2/qTF^2 + q^4/(4*wp^2),
the static Coulomb hole, half the induced potential at the electron, is
    E_COH = -(1/2) * [A*(alpha/qTF^2 + sqrt(A)/wp)]^(-1/2),  A = eps0/(eps0-1).
Symbols (Hartree atomic units): n valence density, wp plasma frequency,
kF Fermi wave number, qTF Thomas-Fermi wave number, eps0 = eps(q=0),
alpha dimensionless fit parameter of the model.
The limits of eps(q) are compared with the static Lindhard response, which is
integrated numerically over the Fermi sphere.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
HARTREE_EV = pc["Hartree energy in eV"][0]
BOHR_M = pc["Bohr radius"][0]

# Silicon: 8 atoms with 4 valence electrons each in the cubic cell
lattice = pc["lattice parameter of silicon"][0] / BOHR_M
density = 32 / lattice**3
eps0 = 12.0
alpha = 1.563
wp = np.sqrt(4 * pi * density)
kF = (3 * pi**2 * density) ** (1 / 3)
qTF = np.sqrt(4 * kF / pi)
rs = (3 / (4 * pi * density)) ** (1 / 3)


def eps_minus_one(q, e0=eps0, al=alpha):
    return 1 / (1 / (e0 - 1) + al * q**2 / qTF**2 + q**4 / (4 * wp**2))


def loss(q, e0=eps0, al=alpha):
    """1 - 1/eps(q), written without cancellation at large q."""
    x = eps_minus_one(q, e0, al)
    return x / (1 + x)


def lindhard_minus_one(q):
    """-v(q)*chi0(q), radial quadrature over the occupied Fermi sphere."""
    def integrand(k):
        return k * np.log(abs((q + 2 * k) / (q - 2 * k)))
    edges = [0, q / 2, kF] if q / 2 < kF else [0, kF]
    total = sum(quad(integrand, lo, hi, epsabs=1e-13, epsrel=1e-11,
                     limit=200)[0] for lo, hi in zip(edges[:-1], edges[1:]))
    return 4 * pi / q**2 * total / (pi**2 * q)


def hole_closed(e0=eps0, al=alpha):
    A = 1 + 1 / (e0 - 1)
    return -0.5 / np.sqrt(A * (al / qTF**2 + np.sqrt(A) / wp))


def hole_definition(e0=eps0, al=alpha):
    """Half of the three-dimensional Fourier integral of v*(1/eps - 1)."""
    def shell(q):
        coulomb = 4 * pi / q**2
        return 4 * pi * q**2 / (2 * pi) ** 3 * coulomb * (-loss(q, e0, al))
    return 0.5 * (quad(shell, 0, 1, epsabs=1e-12, limit=200)[0]
                  + quad(shell, 1, np.inf, epsabs=1e-12, limit=200)[0])


# --- Splitting of the occupied-state pole term into hole and exchange parts
x, w = sp.symbols("x w", positive=True)
assert sp.simplify(1 / (x + w) - 1 / (x - w) + 2 * w / (x**2 - w**2)) == 0

# --- Fixed charge coupled to one oscillator: shift is half of W_p(0)
mode, coupling, size = 0.6, 0.3, 50
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
hamiltonian = mode * lower.T @ lower + coupling * (lower + lower.T)
shift = np.linalg.eigvalsh(hamiltonian)[0]
wp_static = coupling**2 * 2 * mode / (0 - mode**2)
assert abs(shift - 0.5 * wp_static) < 1e-10

# --- Limit q -> 0 with its quadratic correction
assert abs(1 + eps_minus_one(1e-6) - eps0) < 1e-8
curvature = (eps0 - 1) ** 2 * alpha / qTF**2
q = 1e-3
assert abs((eps0 - 1 - eps_minus_one(q)) / q**2 / curvature - 1) < 1e-4

# --- Thomas-Fermi limit: exact only for alpha = 1 and infinite eps0
q = 0.02
lind = lindhard_minus_one(q)
assert abs(lind * q**2 / qTF**2 - 1) < 1e-3
assert abs(eps_minus_one(q, np.inf, 1.0) / lind - 1) < 1e-3
tf_ratio = eps_minus_one(q, np.inf, alpha) / lind
assert abs(tf_ratio * alpha - 1) < 1e-3

# --- Largest share of the q^2 term in D(q) for silicon
B, C = alpha / qTF**2, 1 / (4 * wp**2)
share_formula = B / (B + 2 * np.sqrt(C / (eps0 - 1)))
best = minimize_scalar(lambda p: -B * p**2 * eps_minus_one(p),
                       bounds=(0.05, 3), method="bounded")
assert abs(-best.fun - share_formula) < 1e-8

# --- Free-particle limit and the next order in 1/q^2
q = 40.0
free = 4 * wp**2 / q**4
next_model = (eps_minus_one(q) / free - 1) * q**2
next_lind = (lindhard_minus_one(q) / free - 1) * q**2
assert abs(next_model / (-4 * alpha * wp**2 / qTF**2) - 1) < 5e-3
assert abs(next_lind / (4 * kF**2 / 5) - 1) < 5e-3

# --- Closed form against the defining integral, both signs of B^2 - 4AC
signs = set()
for e0, al in [(eps0, alpha), (3.0, 1.0), (50.0, 4.0), (np.inf, 1.0)]:
    A_test = 1 + 1 / (e0 - 1)
    signs.add((al / qTF**2) ** 2 > 4 * A_test * C)
    assert abs(hole_definition(e0, al) - hole_closed(e0, al)) < 1e-8
assert signs == {True, False}
hole_number = hole_definition()
hole = hole_closed()

# --- Error of a finite cutoff in the radial integral
def cutoff_error(Q):
    return quad(loss, Q, np.inf, epsabs=1e-14)[0] / pi

def cutoff_estimate(Q):
    return 4 * wp**2 / (3 * pi * Q**3)

partial = -quad(loss, 0, 20, epsabs=1e-13, limit=200)[0] / pi
assert abs((partial - hole) / cutoff_estimate(20) - 1) < 0.01

# --- Induced charge in real space
A = eps0 / (eps0 - 1)
assert B**2 < 4 * A * C
decay = np.sqrt((np.sqrt(A / C) + B / (2 * C)) / 2)
wave = np.sqrt((np.sqrt(A / C) - B / (2 * C)) / 2)


def induced(r):
    return -np.exp(-decay * r) * np.sin(wave * r) / (
        8 * pi * decay * wave * C * r)


for r in (1.0, 3.0, 9.0):
    sine = quad(lambda p: p * loss(p), 0, np.inf, weight="sin", wvar=r,
                epsabs=1e-10, limlst=200)[0]
    assert abs(-sine / (2 * pi**2 * r) - induced(r)) < 1e-8
R_MAX = 40.0
charge = quad(lambda r: 4 * pi * r**2 * induced(r), 0, R_MAX,
              epsabs=1e-12, limit=200)[0]
potential = quad(lambda r: 4 * pi * r * induced(r), 0, R_MAX,
                 epsabs=1e-12, limit=200)[0]
assert abs(charge + 1 - 1 / eps0) < 1e-8
assert abs(0.5 * potential - hole) < 1e-8
bond = np.sqrt(3) / 4 * lattice
inside = quad(lambda r: 4 * pi * r**2 * induced(r), 0, bond)[0] / charge

# --- Recoil of a free electron at k = 0, one pole per wave number
def pole(q):
    return wp / np.sqrt(loss(q))


def recoil(q):
    return pole(q) / (pole(q) + q**2 / 2)


assert abs(recoil(200.0) - 0.5) < 1e-3
for q in (0.5, 1.0, 3.0):
    energy = q**2 / 2
    # imaginary-frequency integral of the propagator times W_p/v
    axis = quad(lambda f: -wp**2 / (f**2 + pole(q) ** 2)
                * energy / (energy**2 + f**2), 0, np.inf,
                epsabs=1e-12, limit=200)[0] / pi
    assert abs(axis + 0.5 * loss(q) * recoil(q)) < 1e-8
dynamic = -quad(lambda p: loss(p) * recoil(p), 0, np.inf,
                epsabs=1e-11, limit=200)[0] / pi
assert hole < dynamic < 0

q_half = brentq(lambda Q: quad(loss, 0, Q)[0] / pi + hole / 2, 0.1, 5)

print(f"lattice parameter              {lattice:.4f} bohr")
print(f"valence density n              {density:.5f} bohr^-3")
print(f"density parameter r_s          {rs:.4f} bohr")
print(f"input eps0                     {eps0:.1f} (dimensionless)")
print(f"input alpha                    {alpha:.3f} (dimensionless)")
print(f"plasma frequency wp            {wp:.4f} hartree")
print(f"Fermi wave number kF           {kF:.4f} bohr^-1")
print(f"Thomas-Fermi wave number qTF   {qTF:.4f} bohr^-1")
print(f"A                              {A:.4f} (dimensionless)")
print(f"B                              {B:.4f} bohr^2")
print(f"C                              {C:.4f} bohr^4")
print(f"small-q coefficient of -q^2    {curvature:.2f} bohr^2")
print("q (bohr^-1)   eps model   eps Lindhard (dimensionless)")
for q in (0.1, 0.25, 0.5, 1.0, 2.0, 4.0):
    print(f"{q:8.2f} {1 + eps_minus_one(q):13.4f}"
          f" {1 + lindhard_minus_one(q):13.4f}")
print(f"(eps-1) model/Lindhard, eps0=inf, q=0.02 bohr^-1: {tf_ratio:.4f}")
print(f"largest share of q^2 term in D {share_formula:.4f} (dimensionless)")
print(f"  reached at q                 {best.x:.4f} bohr^-1")
print(f"next order, model,    q=40     {next_model:.4f} bohr^-2")
print(f"next order, Lindhard, q=40     {next_lind:.4f} bohr^-2")
print(f"E_COH closed form              {hole:.6f} hartree")
print(f"E_COH numerical integral       {hole_number:.6f} hartree")
print(f"E_COH closed form              {hole * HARTREE_EV:.3f} eV")
print(f"half of integral below q       {q_half:.4f} bohr^-1")
print(f"E_COH with eps0 = infinity     {hole_closed(np.inf):.6f} hartree")
print(f"E_COH with alpha = 1           {hole_closed(eps0, 1.0):.6f} hartree")
print(f"cutoff error at Q=10 bohr^-1   {cutoff_error(10):.3e} hartree")
print(f"  leading estimate             {cutoff_estimate(10):.3e} hartree")
print(f"decay constant a               {decay:.4f} bohr^-1")
print(f"oscillation constant b         {wave:.4f} bohr^-1")
print(f"first sign change of charge    {pi / wave:.3f} bohr")
print(f"induced / inserted charge      {charge:.6f} (dimensionless)")
print(f"induced potential at origin    {potential:.6f} hartree")
print(f"hole radius 1/<1/r>            {charge / potential:.4f} bohr")
print(f"silicon bond length            {bond:.4f} bohr")
print(f"hole charge share inside bond  {inside:.4f} (dimensionless)")
print(f"hole with recoil, k=0          {dynamic:.6f} hartree")
print(f"recoil / static                {dynamic / hole:.4f} (dimensionless)")
print("ALL CHECKS PASSED")
```

Printed output:

```
lattice parameter              10.2631 bohr
valence density n              0.02960 bohr^-3
density parameter r_s          2.0054 bohr
input eps0                     12.0 (dimensionless)
input alpha                    1.563 (dimensionless)
plasma frequency wp            0.6099 hartree
Fermi wave number kF           0.9570 bohr^-1
Thomas-Fermi wave number qTF   1.1039 bohr^-1
A                              1.0909 (dimensionless)
B                              1.2827 bohr^2
C                              0.6721 bohr^4
small-q coefficient of -q^2    155.21 bohr^2
q (bohr^-1)   eps model   eps Lindhard (dimensionless)
    0.10       10.6336      122.7376
    0.25        6.7569       20.3845
    0.50        3.2046        5.7615
    1.00        1.4888        2.1007
    2.00        1.0626        1.1267
    4.00        1.0052        1.0061
(eps-1) model/Lindhard, eps0=inf, q=0.02 bohr^-1: 0.6397
largest share of q^2 term in D 0.7218 (dimensionless)
  reached at q                 0.6065 bohr^-1
next order, model,    q=40     -1.9064 bohr^-2
next order, Lindhard, q=40     0.7334 bohr^-2
E_COH closed form              -0.276604 hartree
E_COH numerical integral       -0.276604 hartree
E_COH closed form              -7.527 eV
half of integral below q       0.5249 bohr^-1
E_COH with eps0 = infinity     -0.292485 hartree
E_COH with alpha = 1           -0.300774 hartree
cutoff error at Q=10 bohr^-1   1.561e-04 hartree
  leading estimate             1.579e-04 hartree
decay constant a               1.0555 bohr^-1
oscillation constant b         0.3998 bohr^-1
first sign change of charge    7.857 bohr
induced / inserted charge      -0.916667 (dimensionless)
induced potential at origin    -0.553208 hartree
hole radius 1/<1/r>            1.6570 bohr
silicon bond length            4.4441 bohr
hole charge share inside bond  0.9331 (dimensionless)
hole with recoil, k=0          -0.225898 hartree
recoil / static                0.8167 (dimensionless)
ALL CHECKS PASSED
```
